# Effective orbital angular momentum and spin-orbit splitting of t2g orbitals: verification in Python

```python
"""
Result under test: inside the t2g orbitals (yz, zx, xy) the d-shell angular
momentum L acts as minus the angular momentum l of p functions (x, y, z).
Hence zeta L.S gives j_eff = 3/2 at -zeta/2 and j_eff = 1/2 at +zeta, with
gap 3 zeta/2 when the t2g-eg splitting Delta is much larger than zeta.
Also tested: finite Delta, a tetragonal shift delta of xy, magnetic moments,
and five interacting electrons in t2g (Kanamori parameters U and J_H).
Units: hbar = 1, energies in eV.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants

x, y, z = sp.symbols("x y z", real=True)


def sphere_mean(polynomial):
    """Exact average of a polynomial over the unit sphere."""
    total = sp.Integer(0)
    for powers, coefficient in sp.Poly(sp.expand(polynomial), x, y, z).terms():
        if all(p % 2 == 0 for p in powers):
            top = sp.prod([sp.factorial2(p - 1) for p in powers])
            total += coefficient * top / sp.factorial2(sum(powers) + 1)
    return total


def angular_momentum(functions):
    """Matrices of -i r x grad between real polynomial orbitals."""
    def apply(f):
        gx, gy, gz = sp.diff(f, x), sp.diff(f, y), sp.diff(f, z)
        return [-sp.I * (y * gz - z * gy),
                -sp.I * (z * gx - x * gz),
                -sp.I * (x * gy - y * gx)]
    n = len(functions)
    matrices = np.zeros((3, n, n), dtype=complex)
    for col, f in enumerate(functions):
        for axis, image in enumerate(apply(f)):
            for row, g in enumerate(functions):
                matrices[axis, row, col] = complex(sphere_mean(g * image))
    return matrices


root15 = sp.sqrt(15)
d_orbitals = [root15 * y * z, root15 * z * x, root15 * x * y,
              root15 * (x**2 - y**2) / 2,
              sp.sqrt(5) * (2 * z**2 - x**2 - y**2) / 2]
p_orbitals = [sp.sqrt(3) * x, sp.sqrt(3) * y, sp.sqrt(3) * z]
for orbital_set in (d_orbitals, p_orbitals):
    overlap = [[float(sphere_mean(f * g)) for g in orbital_set]
               for f in orbital_set]
    assert np.allclose(overlap, np.eye(len(orbital_set)), atol=1e-12)

L5 = angular_momentum(d_orbitals)
lp = angular_momentum(p_orbitals)
A = L5[:, :3, :3]

# Projection onto t2g: reversed sign, closed form, and commutator.
levi = np.array([[[int(sp.LeviCivita(a, b, c)) for c in range(3)]
                  for b in range(3)] for a in range(3)])
assert np.allclose(A, -lp, atol=1e-12)
assert np.allclose(A, 1j * levi, atol=1e-12)
assert np.allclose(A[0] @ A[1] - A[1] @ A[0], -1j * A[2], atol=1e-12)
assert np.allclose(L5[:, 3:, 3:], 0, atol=1e-12)

# Spin-orbit operator X = L.S in the ten spin orbitals.
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L = np.array([np.kron(m, np.eye(2)) for m in L5])
S = np.array([np.kron(np.eye(5), s / 2) for s in sigma])
X = sum(L[a] @ S[a] for a in range(3))
assert np.allclose(X @ X, 1.5 * np.eye(10) - X / 2, atol=1e-12)
X_t2g = X[:6, :6]
x_levels = np.linalg.eigvalsh(X_t2g)
assert np.allclose(x_levels, [-0.5] * 4 + [1.0] * 2, atol=1e-12)
Pi = np.block([[sigma[b] @ sigma[c] / 3 for c in range(3)] for b in range(3)])
assert np.allclose(X_t2g, (3 * Pi - np.eye(6)) / 2, atol=1e-12)
assert np.allclose(Pi @ Pi, Pi, atol=1e-12)

# Effective angular momentum squared labels the two levels.
J_eff = -L[:, :6, :6] + S[:, :6, :6]
J_eff_squared = sum(j @ j for j in J_eff)
assert np.allclose(J_eff_squared, 0.75 * Pi + 3.75 * (np.eye(6) - Pi),
                   atol=1e-12)

# Explicit doublet: spin-up partner is (xy up + yz down + i zx down)/sqrt(3).
doublet = np.zeros((10, 2), dtype=complex)
doublet[:6] = np.vstack(list(sigma)) / np.sqrt(3)
explicit_up = np.zeros(10, dtype=complex)
explicit_up[[4, 1, 3]] = np.array([1, 1, 1j]) / np.sqrt(3)
assert np.allclose(doublet[:, 0], explicit_up, atol=1e-12)
assert np.allclose(X @ doublet, doublet, atol=1e-12)
J_squared = sum((L[a] + S[a]) @ (L[a] + S[a]) for a in range(3))
assert np.allclose(J_squared @ doublet, 8.75 * doublet, atol=1e-12)
for a in range(3):
    L_in = doublet.conj().T @ L[a] @ doublet
    S_in = doublet.conj().T @ S[a] @ doublet
    assert np.allclose(L_in, -2 * sigma[a] / 3, atol=1e-12)
    assert np.allclose(S_in, -sigma[a] / 6, atol=1e-12)
    assert np.allclose(-L_in + S_in, sigma[a] / 2, atol=1e-12)
Lz_up, Sz_up = L_in[0, 0].real, S_in[0, 0].real
orbital_weights = (abs(doublet[:6, 0])**2).reshape(3, 2).sum(axis=1)

# Coupling to eg: zero for the doublet, squared strength 3/2 for the quartet.
coupling_squared = X[:6, 6:] @ X[6:, :6]
assert np.allclose(coupling_squared, 1.5 * (np.eye(6) - Pi), atol=1e-12)

zeta, Delta, delta, U, J_H = 0.40, 3.0, 0.10, 2.0, 0.30
eg_projector = np.diag([0.0] * 6 + [1.0] * 4)


def ten_state_levels(coupling, splitting):
    return np.linalg.eigh(coupling * X + splitting * eg_projector)


def gap_from_diagonalization(coupling, splitting):
    e = ten_state_levels(coupling, splitting)[0]
    return e[4] - e[0]


for soc, field in ((zeta, Delta), (0.9, 1.3), (0.1, 2.0)):
    R = np.sqrt((field + soc / 2)**2 + 6 * soc**2)
    low, high = (field - soc / 2 - R) / 2, (field - soc / 2 + R) / 2
    e, v = ten_state_levels(soc, field)
    assert np.allclose(e, np.sort([low] * 4 + [soc] * 2 + [high] * 4),
                       atol=1e-11)
    weight = np.sum(abs(v[6:, :4])**2) / 4
    assert abs(weight - (1 - (field + soc / 2) / R) / 2) < 1e-11
levels, vectors = ten_state_levels(zeta, Delta)
eg_weight = np.sum(abs(vectors[6:, :4])**2) / 4
ideal_gap = zeta * (x_levels[-1] - x_levels[0])
full_gap = levels[4] - levels[0]
# The next order is smaller by about zeta/(2 Delta), here below 0.1 percent.
far = 300.0
slope = (gap_from_diagonalization(zeta, far) - ideal_gap) * far / zeta**2
assert abs(slope - 1.5) < 5e-3
leading_gap = 1.5 * zeta + 1.5 * zeta**2 / Delta

# Tetragonal shift of xy, within t2g.
xy_projector = np.diag([0.0] * 4 + [1.0] * 2)
for shift in (delta, -0.25, 0.7):
    e, v = np.linalg.eigh(zeta * X_t2g + shift * xy_projector)
    T = np.sqrt((shift - zeta / 2)**2 + 2 * zeta**2)
    pair = [(shift + zeta / 2 - T) / 2, (shift + zeta / 2 + T) / 2]
    assert np.allclose(e, np.sort(np.repeat([-zeta / 2] + pair, 2)),
                       atol=1e-11)
    xy_weight = np.sum(abs(v[4:, 4:])**2) / 2
    assert abs(xy_weight - (1 + (shift - zeta / 2) / T) / 2) < 1e-11
tetra, tetra_vectors = np.linalg.eigh(zeta * X_t2g + delta * xy_projector)
tetra_xy = np.sum(abs(tetra_vectors[4:, 4:])**2) / 2

# Five electrons: fermion operators on the 64 occupation states of t2g.
lower, parity = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
ann = []
for k in range(6):
    op = np.eye(1)
    for factor in [parity] * k + [lower] + [np.eye(2)] * (5 - k):
        op = np.kron(op, factor)
    ann.append(op)
cre = [op.T for op in ann]
num = [cre[k] @ ann[k] for k in range(6)]
interaction = np.zeros((64, 64))
for m in range(3):
    interaction += U * num[2 * m] @ num[2 * m + 1]
for m, n in itertools.permutations(range(3), 2):
    mu, md, nu, nd = 2 * m, 2 * m + 1, 2 * n, 2 * n + 1
    interaction += (U - 2 * J_H) * num[mu] @ num[nd]
    interaction += (U - 3 * J_H) / 2 * (num[mu] @ num[nu] + num[md] @ num[nd])
    interaction -= J_H * cre[mu] @ ann[md] @ cre[nd] @ ann[nu]
    interaction += J_H * cre[mu] @ cre[md] @ ann[nd] @ ann[nu]
spin_orbit = sum(zeta * X_t2g[i, j] * cre[i] @ ann[j]
                 for i in range(6) for j in range(6))
five = np.flatnonzero(np.isclose(np.diag(sum(num)), 5))
interaction_five = interaction[np.ix_(five, five)]
coulomb_constant = interaction_five[0, 0]
assert np.allclose(interaction_five, (10 * U - 20 * J_H) * np.eye(6),
                   atol=1e-11)
many = np.linalg.eigvalsh((interaction + spin_orbit)[np.ix_(five, five)])
excitation = many - many[0]
assert np.allclose(excitation, [0] * 2 + [1.5 * zeta] * 4, atol=1e-11)

hartree = constants.physical_constants["Hartree energy in eV"][0]
print(f"<yz|Lz|zx> in d shell: {A[2, 0, 1].imag:+.1f} i (hbar)")
print(f"<x|lz|y> in p shell: {lp[2, 0, 1].imag:+.1f} i (hbar)")
print("L.S eigenvalues in t2g (hbar^2):", np.round(x_levels, 4))
print(f"input zeta = {zeta:.2f} eV")
print(f"input Delta = {Delta:.2f} eV")
print(f"input tetragonal delta = {delta:.2f} eV")
print(f"input U = {U:.2f} eV, J_H = {J_H:.2f} eV")
print(f"ideal j_eff=3/2 level = {zeta * x_levels[0]:.4f} eV")
print(f"ideal j_eff=1/2 level = {zeta * x_levels[-1]:.4f} eV")
print(f"ideal gap = {ideal_gap:.4f} eV = {ideal_gap / hartree:.6f} hartree")
print("doublet weights yz, zx, xy:", np.round(orbital_weights, 4))
print(f"doublet, first partner: <Lz> = {Lz_up:.4f} hbar")
print(f"doublet, first partner: <Sz> = {Sz_up:.4f} hbar")
print(f"doublet, first partner: <Lz+2Sz> = {Lz_up + 2 * Sz_up:.4f} hbar")
print(f"orbital to spin moment ratio = {Lz_up / (2 * Sz_up):.4f}")
print(f"ten-state lower quartet = {levels[0]:.4f} eV")
print(f"ten-state doublet = {levels[4]:.4f} eV")
print(f"ten-state upper quartet = {levels[6]:.4f} eV")
print(f"ten-state gap = {full_gap:.4f} eV = {full_gap / hartree:.6f} hartree")
print(f"gap with leading 1/Delta correction = {leading_gap:.4f} eV")
print(f"gap excess over ideal = {100 * (full_gap / ideal_gap - 1):.2f} percent")
print(f"eg weight in lower quartet = {100 * eg_weight:.2f} percent")
print(f"large-Delta coefficient of zeta^2/Delta = {slope:.4f}"
      f" (at Delta = {far:.0f} eV)")
print("tetragonal t2g doublets (eV):", np.round(tetra[::2], 4))
print(f"xy weight in upper tetragonal doublet = {tetra_xy:.4f}")
print(f"five-electron Coulomb constant = {coulomb_constant:.4f} eV")
print("five-electron excitations (eV):", np.round(np.abs(excitation), 4))
print("verified")
```

Printed output:

```
<yz|Lz|zx> in d shell: +1.0 i (hbar)
<x|lz|y> in p shell: -1.0 i (hbar)
L.S eigenvalues in t2g (hbar^2): [-0.5 -0.5 -0.5 -0.5  1.   1. ]
input zeta = 0.40 eV
input Delta = 3.00 eV
input tetragonal delta = 0.10 eV
input U = 2.00 eV, J_H = 0.30 eV
ideal j_eff=3/2 level = -0.2000 eV
ideal j_eff=1/2 level = 0.4000 eV
ideal gap = 0.6000 eV = 0.022050 hartree
doublet weights yz, zx, xy: [0.3333 0.3333 0.3333]
doublet, first partner: <Lz> = -0.6667 hbar
doublet, first partner: <Sz> = -0.1667 hbar
doublet, first partner: <Lz+2Sz> = -1.0000 hbar
orbital to spin moment ratio = 2.0000
ten-state lower quartet = -0.2733 eV
ten-state doublet = 0.4000 eV
ten-state upper quartet = 3.0733 eV
ten-state gap = 0.6733 eV = 0.024744 hartree
gap with leading 1/Delta correction = 0.6800 eV
gap excess over ideal = 12.22 percent
eg weight in lower quartet = 2.19 percent
large-Delta coefficient of zeta^2/Delta = 1.4990 (at Delta = 300 eV)
tetragonal t2g doublets (eV): [-0.2    -0.1372  0.4372]
xy weight in upper tetragonal doublet = 0.4130
five-electron Coulomb constant = 14.0000 eV
five-electron excitations (eV): [0.  0.  0.6 0.6 0.6 0.6]
verified
```
